# Coatable Area and Saturation Uptake of a Wafer with Deep Holes

## Problem

In atomic layer deposition a precursor gas reacts with a surface until the available sites are used up, and then the reaction stops. The number of molecules held per unit area at that point is the saturation density $N$.

The front of a wafer carries cylindrical holes of diameter $d=100$ nm and depth $L=10\ \mu\text{m}=10\,000$ nm, on a square grid of pitch $p=200$ nm. The holes are open at the top and have flat floors. The holes cover the whole front, the back is masked, all surfaces are smooth, and $N$ is the same everywhere.

1. Show that the holes multiply the coatable area by about 79.5, and that the saturation uptake rises by the same factor. State what the gas dose must achieve for this to hold.
2. Find the uptake of a 300 mm wafer, with and without holes, for $N=4$ molecules/nm². What volume of precursor gas at 0.1 Torr and 500 K holds the larger amount?
3. How does the factor change when a 5 nm film has already grown, when the holes taper to 80 nm at the floor, or when the flat back is also exposed?
4. Does 79.5 times the exposure of a flat wafer saturate the holes? Estimate the exposure required, taking a molar mass of 100 g/mol, a collision diameter of 0.6 nm, and a bare surface that holds every molecule striking it.

## Solution

### 1. Area and uptake

The square grid divides the front into identical cells of side $p$, with one hole in each. Since $d<p$, neighbouring holes do not overlap. Without its hole, a cell has area

$$
A_0=p^2=(200\ \text{nm})^2=40\,000\ \text{nm}^2 .
$$

With the hole there are three exposed parts:

- the top surface left around the opening, $p^2-\pi d^2/4$;
- the floor, $\pi d^2/4$;
- the side wall, which unrolls into a rectangle of width $\pi d$ and height $L$, so its area is $\pi dL$.

The opening removes 7854 nm² from the top, and the floor restores the same area lower down. These terms cancel:

$$
A=\left(p^2-\frac{\pi d^2}{4}\right)+\frac{\pi d^2}{4}+\pi dL
=p^2+\pi dL .
$$

Dividing by $A_0=p^2$ gives the area factor

$$
M=\frac{A}{A_0}=1+\frac{\pi dL}{p^2}.
$$

For the stated dimensions,

$$
M=1+\frac{\pi(100)(10\,000)}{40\,000}
=1+78.54=79.54 .
$$

This is the required factor of about 79.5. Almost all of the area is side wall.

To see what controls $M$, introduce the aspect ratio $a=L/d$ and the open fraction of the front, $\phi=\pi d^2/(4p^2)$. Then

$$
4a\phi=4\,\frac{L}{d}\,\frac{\pi d^2}{4p^2}=\frac{\pi dL}{p^2},
\qquad\text{so}\qquad M=1+4a\phi .
$$

The aspect ratio alone does not fix the gain. If the holes are kept unchanged but spread far apart, $\phi\to0$ and $M\to1$. The factor also returns to one as $L\to0$.

**From area to uptake.** Let $\theta$ be the fraction of sites occupied at some point on the surface, and let $j(t)$ be the number of molecules striking unit area there per unit time. Suppose that a molecule sticks with probability $1-\theta$, the fraction of free sites. The occupied density is $N\theta$, so

$$
N\frac{d\theta}{dt}=j(t)(1-\theta).
$$

Separating variables and integrating from a bare surface gives

$$
1-\theta(t)=\exp\left[-\frac1N\int_0^t j(t')\,dt'\right].
$$

A weakly supplied point fills later than a well supplied one, but both approach $\theta=1$. The dose must therefore make the integral large compared with $N$ everywhere, including at the floor. Once it has done so, the total uptake is

$$
U=\int N\,dA=NA,
\qquad
\frac{U_{\text{holes}}}{U_{\text{flat}}}=\frac{NA}{NA_0}=M .
$$

The sticking law affects the route to saturation. The final ratio needs only a common saturation density and complete filling.

### 2. A whole wafer

The flat front of a 300 mm wafer has area $\pi(15\ \text{cm})^2=706.9$ cm². With holes over all of it, the coatable area is

$$
79.54\times706.9\ \text{cm}^2=5.622\times10^4\ \text{cm}^2=5.622\ \text{m}^2 .
$$

Since 1 cm² contains $10^{14}$ nm², $N$ is $4\times10^{14}$ molecules/cm². Therefore

$$
U_{\text{flat}}=(4\times10^{14})(706.9)=2.83\times10^{17}
$$

molecules, and

$$
U_{\text{holes}}=79.54\,U_{\text{flat}}=2.25\times10^{19}
$$

molecules, or 37.3 μmol. The ideal-gas law, with $P$ the pressure, gives the corresponding gas volume:

$$
V=\frac{U_{\text{holes}}k_BT}{P}=11.6\ \text{L}.
$$

A closed chamber with less gas volume than this, filled once to 0.1 Torr at 500 K, could not saturate the wafer even if every molecule were used. It would need refilling or a continuing flow.

The gas inside the holes is no useful reserve. At this pressure one hole contains about 152 gas molecules, while its wall and floor take up $1.26\times10^7$. Nearly all the molecules must enter through the mouth during the dose.

### 3. Changes in geometry

**A film already present.** Let a uniform film of thickness $t$ cover every surface, and write $R=d/2$. For $t<R$ and $t<L$, the new exposed surface has four parts.

- The top beyond the original opening keeps area $p^2-\pi R^2$.
- The floor shrinks to $\pi(R-t)^2$.
- The straight wall has radius $R-t$. It runs from the raised floor to the original top plane, so its area is $2\pi(R-t)(L-t)$.
- Around the rim, the film surface is a quarter-circle of radius $t$ carried around the hole axis.

At angle $\alpha$ on the quarter-circle, measured from the inward horizontal direction, the distance from the hole axis is $R-t\cos\alpha$. A strip of width $t\,d\alpha$ has length $2\pi(R-t\cos\alpha)$. Hence

$$
A_{\text{rim}}=\int_0^{\pi/2}2\pi(R-t\cos\alpha)t\,d\alpha
=\pi^2Rt-2\pi t^2 .
$$

The total area per cell is

$$
S(t)=p^2-\pi R^2+\pi(R-t)^2+2\pi(R-t)(L-t)+\pi^2Rt-2\pi t^2 .
$$

At $t=0$ this returns $p^2+2\pi RL=p^2+\pi dL$. For $t=5$ nm, $S/p^2=71.67$. The narrowing of the wall explains most of the change: its radius falls from 50 to 45 nm, a loss of 10%.

The same formula shows the effect of measuring area at the centres of adsorbed molecules instead of at the wall. For an offset of 0.3 nm the factor is 79.07, about 0.6% below the original value. As $t$ approaches 50 nm the hole closes and this geometry ceases to apply.

**Tapered holes.** Let the radius change linearly from $R_1=50$ nm at the top to $R_2=40$ nm at the floor. The slanted wall has length $\sqrt{L^2+(R_1-R_2)^2}$, and its mean circumference is $\pi(R_1+R_2)$. Because the circumference varies linearly along the slant, the wall area is the product

$$
A_{\text{wall}}=\pi(R_1+R_2)\sqrt{L^2+(R_1-R_2)^2}.
$$

Adding the top, $p^2-\pi R_1^2$, and the floor, $\pi R_2^2$, then dividing by $p^2$, gives 71.62. This taper lowers the factor by about 10%.

**Exposed back.** In units of the flat front area, the wafer with holes now has area $M+1$, while the flat wafer has area 2. The uptake ratio becomes

$$
\frac{M+1}{2}=40.27 .
$$

The masking condition thus changes the answer by almost a factor of two.

### 4. Exposure is a different quantity

Exposure is the product of pressure and time. At fixed temperature and molecular mass it is proportional to $Jt$, where $J$ is the number of molecules striking unit area of the open front per unit time. Kinetic theory gives $J=n\bar v/4$, with $n=P/(k_BT)$ and $\bar v=\sqrt{8k_BT/(\pi m)}$, so

$$
J=\frac14\frac{P}{k_BT}\sqrt{\frac{8k_BT}{\pi m}}
=\frac{P}{\sqrt{2\pi mk_BT}}
=1.57\times10^5\ \text{nm}^{-2}\,\text{s}^{-1}.
$$

If every arriving molecule sticks until the sites are full, a flat surface with gas at the stated pressure kept right above it needs $Jt=N$, which takes $N/J=25.5$ μs.

This is the shortest possible flat exposure. With the sticking probability $1-\theta$ of part 1, an exposure of $N/J$ fills only $1-e^{-1}=63\%$ of the sites, and 99% filling needs $\ln(100)\,N/J=4.6N/J$. Below, $N/J$ is used as the unit of exposure.

For collision diameter $\sigma$, the mean free path is

$$
\lambda=\frac{k_BT}{\sqrt2\,\pi\sigma^2P}=0.324\ \text{mm}.
$$

This is far larger than the hole diameter. Molecules therefore collide with the walls much more often than with one another. Assume that a molecule leaving a saturated wall has no memory of its arrival direction and follows the cosine law.

**Passage through the saturated part.** Suppose the wall is full down to depth $x=ud$ and bare below. Let $W(u)$ be the probability that a molecule entering the mouth reaches depth $x$. Molecules that pass this depth are held below and do not return.

For a very short saturated part, $W\to1$. For a long one, let $B$ be the rate at which molecules leave unit area of the wall. Away from the ends, $B$ falls linearly: each ring of wall receives equally from equal distances on either side, and the average of a linear function over such pairs is its local value. To leading order $B$ falls from $J$ to zero, so its slope has magnitude $g=J/x$.

Consider a cross-section of area $A_m=\pi d^2/4$. In a uniform gas, paths and their reverses are equally frequent. The distribution of axial distances $s$ from the last wall collision is therefore the same as that to the next one. Molecules from distance $s$ on the two sides differ in supply by $2gs$, so the net flow is

$$
2gA_m\langle s\rangle .
$$

If a path makes angle $\beta$ with the axis and travels a sideways distance $c$ to the wall, then $s=c\cot\beta$. The cosine law gives $\beta$ the probability density $2\sin\beta\cos\beta$, hence

$$
\langle\cot\beta\rangle=\int_0^{\pi/2}2\cos^2\beta\,d\beta=\frac{\pi}{2}.
$$

To find $\langle c\rangle$, fix the sideways direction. A chord at distance $y$ from the centre has length $\ell=2\sqrt{R^2-y^2}$, and integrating the remaining distance to the wall along it gives $\ell^2/2$. Thus

$$
\langle c\rangle=\frac{1}{\pi R^2}\int_{-R}^{R}2(R^2-y^2)\,dy
=\frac{8R}{3\pi}=\frac{4d}{3\pi}.
$$

It follows that $\langle s\rangle=(\pi/2)(4d/3\pi)=2d/3$. The incoming rate is $JA_m$, so in the long limit

$$
W=\frac{2(J/x)A_m(2d/3)}{JA_m}=\frac{4d}{3x}=\frac{4}{3u}.
$$

A simple expression with both limits is

$$
W(u)\approx\frac{1}{1+3u/4}.
$$

It is an interpolation. At eight lengths from 0.5 to 100 diameters, it differed from a numerical solution of the wall-exchange equations by at most 12.2% of the numerical value.

**Advance of the coating.** Approximate the boundary between full and bare wall as sharp. Molecules reaching it in time $dt$ fill a ring of area $\pi d\,dx$:

$$
J\frac{\pi d^2}{4}W\,dt=N\pi d\,dx .
$$

Division by $\pi d^2/4$ and use of $dx=d\,du$ give

$$
\frac{J\,dt}{N}=\frac{4}{W}\,du\approx(4+3u)\,du .
$$

Integration to $u=a$ gives $4a+3a^2/2$ for the wall. The floor has area $A_m$ and is supplied at rate $JA_mW(a)$, which adds $1/W(a)=1+3a/4$. The total is

$$
\frac{Jt}{N}\approx1+\frac{19}{4}a+\frac32a^2 .
$$

For $a=100$ this is $1+475+15\,000=15\,476$. Using the numerical $W$ in the same sharp-boundary model gives 15 846. That value uses 12 wall rings per diameter; refining the mesh raises it by about 30, to about 15 870. The estimate is thus about $1.5\times10^4$ times $N/J$ (about $3\times10^3$ times the $4.6N/J$ that fills a flat surface to 99% under the $1-\theta$ law), or 0.39 s and 0.039 Torr s at the stated pressure, provided that this pressure is maintained above the wafer. That is a demanding condition. Supplying 11.6 L of gas in 0.39 s means an average of about 30 L/s at 0.1 Torr, and at the start, when the whole front is bare, the uptake rate $J$ times the wafer area corresponds to about 5700 L/s. If the reactor cannot supply this, the pressure at the wafer drops and filling takes longer.

What would an exposure of $MN/J$ achieve? Setting $4u+3u^2/2=M$ gives $3u^2+8u-2M=0$, whose positive root is

$$
u=\frac{-4+\sqrt{16+6M}}{3}=6.07 .
$$

The coating reaches about 6 diameters, roughly 600 nm or 6% of the depth; the numerical $W$, which is about 10% below the interpolation at these lengths, gives 570 nm. If the flat exposure is taken as $4.6N/J$ instead, the same equation with $4.6M$ in place of $M$ gives about 14 diameters, still a small part of the depth. The answer to the question is no. Uptake grows with area, whereas the exposure for deep holes grows approximately as $a^2$, because the supply weakens as the coating moves down.

A simulation with $a=10$ removes the sharp boundary and uses the sticking probability $1-\theta$. The area of this hole's wall and floor is $4a+1=41$ times its mouth area. At an exposure of $41N/J$ it was about 42% full; at the estimated $198.5N/J$ it was full to the printed precision of 0.1%. The estimate was therefore sufficient in that case. It is not a guaranteed upper bound: at $a=100$ slightly more exposure may be needed to complete the filling near the floor.

### Relation to real wafers

Holes roughly 100 nm wide and several micrometres deep occur in vertical flash memory. The 10 μm depth here is towards the deep end, and a 200 nm square pitch is looser than the dense layouts used there. The saturation density and process conditions are rough, round values. Intact molecules 0.6 nm across could pack to only about 3.2 per nm² in a single flat layer, so $N=4$ molecules/nm² assumes that each molecule loses part of itself on reacting and leaves a smaller fragment on the surface. Real holes may taper or bow; the taper considered above moves $M$ from 79.5 to 71.6. Real wafers also have areas without holes. If a fraction $f$ of the front is patterned, the area factor is $1+f(M-1)$, which is about 40 for $f=1/2$. Wall roughness and variations in site density would change the uptake further. If the initial sticking probability is well below one, even a flat surface needs much more than $N/J$, and the boundary between full and bare wall is less sharp. Deep holes also need more exposure, but in proportion they are affected less, because transport down the hole already limits them. The ratio of the two exposures is then smaller than the one found in part 4. The calculated quantities are collected in the numerical output.

## Computed results

```
Hole diameter: 100 nm
Hole depth: 10000 nm
Pitch: 200 nm
Aspect ratio: 100
Flat area per cell: 40000 nm^2
Opening area = floor area: 7854.0 nm^2
Top land area per cell: 32146.0 nm^2
Side-wall area: 3141593 nm^2
Total area per cell: 3181593 nm^2
Wall area / flat area: 78.5398
Area factor M, formula: 79.5398
Area factor, triangulated surface: 79.5398
Area factor, near-surface volume: 79.5398
Film thickness tried: 5.0 nm
Area factor with that film: 71.67
Same factor from volume: 71.67
Adsorbate offset tried: 0.3 nm
Area factor at that offset: 79.07
Tapered floor diameter: 80 nm
Area factor with taper: 71.62
Uptake ratio with exposed flat back: 40.27
Wafer diameter: 300 mm
Flat wafer front area: 706.9 cm^2
Coatable patterned front area: 5.622 m^2
Saturation density: 4.0 molecules/nm^2
Flat wafer uptake: 2.827e+17 molecules
Patterned wafer uptake: 2.249e+19 molecules
Patterned uptake: 37.3 umol
Temperature: 500 K
Precursor pressure: 0.1 Torr
Molar mass: 100 g/mol
Collision diameter: 0.6 nm
Gas volume holding patterned uptake: 11.6 L
Mean free path: 0.324 mm
Gas molecules stored in one hole: 152
Saturation uptake of one hole: 1.260e+07 molecules
Stored gas / hole uptake: 1.20e-05
Impingement rate J: 1.571e+05 molecules/(nm^2 s)
Flat exposure time N/J: 25.5 us
Hole exposure / (N/J), formula: 15476
Hole exposure / (N/J), numerical W: 15846
Largest error of simple W: 12.2 %
Estimated hole exposure time: 0.394 s
Estimated exposure: 0.0394 Torr s
Depth coated by exposure M N/J: 607 nm
That depth / hole depth: 6.1 %
Simulated shorter hole, aspect ratio: 10
Its area / mouth area: 41
Its exposure estimate / (N/J): 198.5
Its filling at area-scaled exposure: 41.7 %
Its filling at estimated exposure: 100.0 %
Its final filling: 100.00 %
```
